# Hubbard level shifts for an orbital partly outside the PAW sphere

## Question

A projector augmented-wave (PAW) calculation uses the Dudarev form of the Hubbard energy,

$$E_U=\frac U2\sum_\sigma \mathrm{Tr}\left[n^\sigma-n^\sigma n^\sigma\right],$$

where $U$ is the effective parameter (Coulomb minus exchange) and $n^\sigma$ is the occupation matrix of one $d$ shell. Its indices $m,m'$ label real $d$ functions, and a pair $(m,\sigma)$ is called a channel. The partial waves are $\phi_i=u_i(r)Y_m/r$ with real $u_i$, the projectors are $p_i$, and

$$n^\sigma_{mm'}=\sum_k f_k\sum_{i\in m}\sum_{j\in m'}\langle\tilde\psi_k|p_i\rangle\,q_{ij}\,\langle p_j|\tilde\psi_k\rangle,\qquad q_{ij}=\int_0^R u_iu_j\,dr .$$

Here $k$ runs over orbitals of spin $\sigma$, $f_k$ is the electron number in orbital $k$, $\tilde\psi_k$ is its smooth PAW function, and $R$ is the sphere radius. Assume that inside the sphere the partial waves represent the orbitals completely. The orbitals of interest are normalised, and each has $d$ character in one channel.

### (a) What does one orbital contribute to the occupation matrix?

**Model answer.** Completeness means that inside the sphere the $d$ part of the true orbital is

$$\psi=\sum_i c_i\,\frac{u_i(r)}{r}\,Y_m,\qquad c_i=\langle p_i|\tilde\psi\rangle .$$

The orbital has $d$ character in channel $m$ alone, so it contributes to the diagonal element $n_{mm}$ and to no other element:

$$f\sum_{ij}c_i^*q_{ij}c_j=f\int_0^R\Big|\sum_i c_iu_i(r)\Big|^2dr\equiv f\,w .$$

The number $w$ is the norm of the orbital's $d$ part inside the sphere. The whole orbital has norm one, so any tail outside the sphere, or any part of another character, makes $w<1$. A full orbital then counts as $w$ electrons, not as one.

### (b) Find the first-order shift of a level whose channel has occupation $n$.

**Model answer.** Vary the occupation matrix. Cyclic invariance of the trace makes the two terms from $n^\sigma n^\sigma$ equal:

$$\delta E_U=\frac U2\sum_\sigma\mathrm{Tr}\left[\delta n^\sigma-2n^\sigma\delta n^\sigma\right]=\sum_\sigma\mathrm{Tr}\left[V^\sigma\delta n^\sigma\right],\qquad V^\sigma=U\left(\tfrac12-n^\sigma\right).$$

Varying $\langle\tilde\psi_k|$ in the definition of $n^\sigma$ gives the operator added to the PAW Hamiltonian:

$$\hat D^\sigma=\sum_{mm'}\sum_{i\in m}\sum_{j\in m'}|p_i\rangle\,V^\sigma_{m'm}\,q_{ij}\,\langle p_j| .$$

The PAW equation is a generalised eigenvalue problem with an overlap operator $\tilde S$ that does not depend on $U$. Write $\tilde\psi=\tilde\psi_0+\tilde\psi_1$ and $\varepsilon=\varepsilon_0+\varepsilon_1$, where the index 1 marks terms of first order in $U$. At that order

$$\tilde H_0\tilde\psi_1+\hat D\tilde\psi_0=\varepsilon_0\tilde S\tilde\psi_1+\varepsilon_1\tilde S\tilde\psi_0 .$$

Project on $\tilde\psi_0$. The two terms with $\tilde\psi_1$ cancel, because $\tilde H_0$ and $\tilde S$ are Hermitian and $\tilde H_0\tilde\psi_0=\varepsilon_0\tilde S\tilde\psi_0$. With $\langle\tilde\psi_0|\tilde S|\tilde\psi_0\rangle=1$,

$$\varepsilon_1=\langle\tilde\psi_0|\hat D|\tilde\psi_0\rangle=U\left(\tfrac12-n\right)w,\qquad n=n_{mm}.$$

Off-diagonal elements of $n^\sigma$ drop out of this expectation value, since the orbital has $d$ character in one channel. The expansion assumes that $\hat D$ does not couple the level to a degenerate one of the same spin. If it does, and the levels of the degenerate set are equally occupied, the shifts are the eigenvalues of $\hat D$ within that set. In a partly filled set the mixing also changes $n^\sigma$, so $\hat D$ must be built self-consistently from the mixed orbitals. The factor $w$ appears because the potential acts on the part of the orbital inside the sphere.

This result holds at fixed Kohn–Sham potential. The response of that potential to $U$ can also move the levels at first order, and it is left out here.

### (c) One orbital is full and another is empty. They lie in different channels, have the same $w$, and no other electrons occupy these channels. Find both shifts and the change of the gap.

**Model answer.** From (a), the channel of the full orbital has $n=w$ and that of the empty orbital has $n=0$. Part (b) gives

$$\Delta\varepsilon_{\rm occ}=Uw\left(\tfrac12-w\right),\qquad \Delta\varepsilon_{\rm emp}=\frac{Uw}{2},$$

$$\Delta_U=\Delta\varepsilon_{\rm emp}-\Delta\varepsilon_{\rm occ}=\frac{Uw}{2}-\frac{Uw}{2}+Uw^2=Uw^2 .$$

This is the Hubbard contribution, to be added to the Kohn–Sham gap between the two levels. One factor $w$ comes from the occupation and the other from the expectation value.

For $w\to1$ the shifts become $-U/2$ and $+U/2$, and the gap grows by $U$. For $w\to0$ both levels rise by nearly the same amount $Uw/2$, so the gap term is of second order in $w$. The occupied level moves down only if $w>1/2$. Below that value its channel counts as less than half full, and the Dudarev potential is repulsive for $n<1/2$.

### (d) How do the results change if the weights differ, or if other occupied states put $n_0$ electrons into each of the two channels?

**Model answer.** Let the weights be $w_o$ (occupied) and $w_e$ (empty), with $n_0=0$. Then

$$\Delta_U=\frac{Uw_e}{2}-Uw_o\left(\tfrac12-w_o\right)=U\left[w_o^2+\frac{w_e-w_o}{2}\right].$$

For equal weights and a background $n_0$, the channel occupations are $n_0+w$ and $n_0$, so

$$\Delta\varepsilon_{\rm occ}=Uw\left(\tfrac12-n_0-w\right),\qquad\Delta\varepsilon_{\rm emp}=Uw\left(\tfrac12-n_0\right).$$

Each level moves by a further $-Uwn_0$, and the difference is still $Uw^2$. The separate shifts in (c) therefore need an empty background, while the gap term needs equal backgrounds.

A $d$ level bonded to a ligand shows this. Take a $d$ level at 0 eV, a ligand level at $-3$ eV and a hopping of 1 eV, with $n$ the full population of the $d$ function. The eigenvalues are $(-3\pm\sqrt{13})/2$ eV, and the antibonding state has $d$ weight

$$w=\tfrac12\left(1+\frac{3}{\sqrt{13}}\right)=0.916 .$$

The bonding state is full in both spins and supplies $n_0=1-w=0.084$. Let the antibonding state be full for spin up and empty for spin down, with $U=4$ eV. The first-order shifts are

$$\Delta\varepsilon_{\rm occ}=4(0.916)(0.5-1)=-1.83\ \text{eV},$$

$$\Delta\varepsilon_{\rm emp}=4(0.916)(0.5-0.084)=1.52\ \text{eV}.$$

Their difference is 3.36 eV, which is $Uw^2$.

### (e) With fixed orbitals, does $E_U$ change the gap obtained from total energies?

**Model answer.** Take the two channels of (c), with electron numbers $f_1$ and $f_2$. Their Hubbard energy is $g(f_1)+g(f_2)$, where

$$g(f)=\frac U2\left(fw-f^2w^2\right),\quad g'(f)=Uw\left(\tfrac12-fw\right),\quad g''(f)=-Uw^2 .$$

The slopes $g'(1)$ and $g'(0)$ are the two level shifts, and the gap term is minus the curvature. The states with $N-1$, $N$ and $N+1$ electrons have $(f_1,f_2)=(0,0)$, $(1,0)$ and $(1,1)$. Since $g(0)=0$, the Hubbard part of $E(N+1)+E(N-1)-2E(N)$ is

$$2g(1)+0-2g(1)=0 .$$

At fixed orbitals with equal weights, $E_U$ thus opens the eigenvalue gap and leaves the total-energy gap unchanged. If the remaining energy has curvature $C>0$ in $f$, the Hubbard term cancels it when $Uw^2=C$, so a small weight calls for a larger $U$.

The term does not vanish for a full orbital: $g(1)=Uw(1-w)/2$. If the occupation is divided by the constant $w$, a full orbital counts as one electron and $g$ becomes $\frac U2(f-f^2)$. The shifts are then $-U/2$ and $+U/2$, and the gap term is $U$.

### (f) Evaluate the results for the free ion Sc²⁺ with one $3d$ electron, $U=4$ eV and $R=2$ bohr. What does the choice of $R$ do?

**Model answer.** The orbitals come from a spin-polarised, nonrelativistic, all-electron PBE calculation in an uncontracted def2-TZVP basis. The electron occupies the spin-up $d_{xy}$ orbital, and its empty partner is the spin-down $d_{xy}$ orbital. Radial quadrature inside the sphere gives $w_o=0.7545$ and $w_e=0.7405$. The last digits depend on the basis: a larger set of $d$ functions gives $0.7540$ and $0.7390$, and it moves the weights below by up to 0.003 and the energies by up to 0.006 eV. No other electrons occupy the $d_{xy}$ channels. The aspherical potential of the ion mixes a little $d$ character into the core, below $4\times10^{-4}$ electrons per spin, but this lies in other channels.

Using the spin-up orbital for both spins, as (c) assumes,

$$\Delta\varepsilon_{\rm occ}=4(0.7545)(0.5-0.7545)=-0.768\ \text{eV},$$

$$\Delta\varepsilon_{\rm emp}=\tfrac12\cdot4(0.7545)=1.509\ \text{eV},$$

$$\Delta_U=4(0.7545)^2=2.277\ \text{eV}=0.0837\ \text{hartree}.$$

This is little more than half of $U$. With the actual spin-down orbital, (d) adds $\frac12\cdot4(0.7405-0.7545)=-0.028$ eV, so $\Delta_U=2.249$ eV. The Kohn–Sham separation of the two $d_{xy}$ levels without $U$ is 2.103 eV, and the first-order sum is 4.35 eV. This is the spin splitting of $d_{xy}$, not the gap of the ion. Without $U$ the other eight $d$ levels are empty and lie between the two, the lowest only 0.17 eV above the occupied level.

The orbitals can also be allowed to respond to the Hubbard potential while the Kohn–Sham potential stays fixed. Repeated diagonalisation until $n$ settles gives shifts of $-0.827$ and $1.443$ eV, and a gap term of 2.270 eV. The attractive potential draws the occupied orbital inward, to $w_o=0.771$, and the repulsive one pushes the empty orbital outward, to $w_e=0.701$. At fixed Kohn–Sham potential both levels end lower than at first order, by 0.059 and 0.038 eV, so most of the change cancels in the gap. If the Kohn–Sham potential is relaxed as well, both levels rise by about 0.13 eV, to shifts of $-0.70$ and $1.57$ eV, and the gap term stays at 2.27 eV.

For the common spin-up orbital and the same $U$, the sphere radius has a much larger effect:

| $R$ (bohr) | $w$ | $\Delta\varepsilon_{\rm occ}$ (eV) | $\Delta\varepsilon_{\rm emp}$ (eV) | $\Delta_U$ (eV) |
|---|---|---|---|---|
| 1.0 | 0.266 | 0.249 | 0.533 | 0.284 |
| 1.5 | 0.549 | −0.108 | 1.099 | 1.207 |
| 2.0 | 0.754 | −0.768 | 1.509 | 2.277 |
| 2.5 | 0.875 | −1.313 | 1.750 | 3.063 |
| 3.0 | 0.940 | −1.656 | 1.880 | 3.536 |

The occupied shift changes sign between 1.0 and 1.5 bohr, where $w$ passes $1/2$. With an occupation that is not divided by $w$, a value of $U$ therefore has a definite effect only together with its sphere.

Rescaling $U$ repairs the gap term but not the separate levels. To keep $\Delta_U=2.277$ eV at $R=3$ bohr one needs $U=2.277/(0.940)^2=2.58$ eV. The shifts are then about $-1.07$ and $1.21$ eV, so both levels lie about 0.30 eV lower than with $U=4$ eV and $R=2$ bohr.
